# Finite-difference error in the band-bottom mass of a cosine s band

## Problem

A line of cations with spacing \(a\) carries one s orbital per site. The orbitals are orthonormal, each has energy \(E_0\), and the Hamiltonian connects nearest neighbours with matrix element \(-t\), where \(t>0\). The effective mass at the bottom of the band is extracted from three energies, at \(-k\), \(0\) and \(+k\), by a central difference with \(ka=0.5\).

(a) Find the band \(E(k)\) and its true band-bottom mass \(m^*\).

(b) Find the mass \(m_{\rm fd}\) given by the three points, and show that it exceeds \(m^*\) by about 2.1 percent.

(c) Explain the sign of the error, and find how it changes when the step is halved.

(d) Evaluate the energies and masses for \(a=0.33\) nm and \(t=1.0\) eV.

(e) In an oxide the conduction band also contains oxygen p orbitals. Find the error of the same step for a chain of alternating s and p orbitals with a gap of 3 eV and the same \(m^*\).

(f) Estimate how lattice polarization, band filling and disorder limit the use of this mass for an amorphous oxide film.

## Solution

### (a) The band and its mass

Let \(c_n\) be the amplitude on site \(n\). The Schrödinger equation projected on that site is

\[
E c_n=E_0c_n-t\,(c_{n+1}+c_{n-1}).
\]

All sites are equivalent, so we insert the Bloch wave \(c_n=e^{ikna}\) and divide by \(c_n\):

\[
E(k)=E_0-t\,(e^{ika}+e^{-ika})=E_0-2t\cos(ka).
\]

Because \(t>0\), the energy is lowest when neighbouring orbitals have equal phase, at \(k=0\). The mass is defined by the curvature there, \(1/m^*=E''(0)/\hbar^2\). Two derivatives give

\[
E''(k)=2ta^2\cos(ka),\qquad E''(0)=2ta^2,\qquad
m^*=\frac{\hbar^2}{2ta^2}.
\]

Stronger hopping makes the band steeper and the carrier lighter.

The same calculation covers a cut along a cube axis of a simple cubic s band, \(E=E_0-2t[\cos(k_xa)+\cos(k_ya)+\cos(k_za)]\). With \(k_y=k_z=0\), the last two cosines add a constant, which cancels in the difference. Near the bottom this band rises as \(ta^2(k_x^2+k_y^2+k_z^2)\), so its mass is the same in all directions.

### (b) The mass from three points

The central difference replaces \(E''(0)\) by

\[
D=\frac{E(k)-2E(0)+E(-k)}{k^2}.
\]

Write \(x=ka\). The constant \(E_0\) cancels, and the cosine is even, so

\[
D=\frac{-4t\cos x+4t}{k^2}=\frac{4t(1-\cos x)}{k^2}.
\]

Now use \(1-\cos x=2\sin^2(x/2)\) and \(k=x/a\):

\[
D=\frac{8ta^2\sin^2(x/2)}{x^2}
=2ta^2\left[\frac{\sin(x/2)}{x/2}\right]^2 .
\]

The extracted mass is \(m_{\rm fd}=\hbar^2/D\). Dividing by \(m^*=\hbar^2/(2ta^2)\) gives

\[
\frac{m_{\rm fd}}{m^*}=\left[\frac{x/2}{\sin(x/2)}\right]^2 .
\]

The hopping, the spacing and the site energy have dropped out: for this band the relative error depends on \(ka\) alone. At \(x=0.5\) the ratio is \((0.25/\sin 0.25)^2=1.0211\), with the angle in radians. The mass is overestimated by 2.11 percent of its true value.

To see how the error grows with the step, put \(y=x/2\) and expand:

\[
\frac{\sin y}{y}=1-\frac{y^2}{6}+\frac{y^4}{120}-\dots,
\qquad
\left(\frac{\sin y}{y}\right)^2=1-\frac{y^2}{3}+\frac{2y^4}{45}-\dots
\]

The coefficient \(2/45\) is \(1/36+2/120\). Inverting the second series gives \(1+y^2/3+(1/9-2/45)y^4+\dots\), and the last bracket equals \(1/15\). With \(y=x/2\),

\[
\frac{m_{\rm fd}}{m^*}=1+\frac{(ka)^2}{12}+\frac{(ka)^4}{240}+\dots
\]

At \(ka=0.5\) the two corrections are 2.083 and 0.026 percent, so the quadratic term supplies nearly the whole error. At the opposite limit, a step to the zone boundary \(ka=\pi\), the closed formula gives a ratio of \(\pi^2/4\). The three points then measure the width of the band, and the result no longer represents the mass at its bottom.

The difference must be centred on the minimum. If its centre lies at \(q_0\), the sum formula for cosines gives

\[
E(q_0+k)-2E(q_0)+E(q_0-k)=4t\cos(q_0a)\,(1-\cos ka).
\]

For \(|q_0a|<\pi/2\) the extracted mass therefore acquires a further factor \(1/\cos(q_0a)\), which raises it again when \(q_0\neq0\).

### (c) Why the mass comes out too large

The difference quotient can be written as an average of the local curvature. Integrate by parts:

\[
\int_0^k(k-q)E''(q)\,dq
=\big[(k-q)E'(q)\big]_0^k+\int_0^kE'(q)\,dq
=-kE'(0)+E(k)-E(0).
\]

At the minimum \(E'(0)=0\). Since the band is even, \(D=2[E(k)-E(0)]/k^2\), and hence

\[
D=\frac{2}{k^2}\int_0^k(k-q)E''(q)\,dq
=\int_{-k}^{k}\frac1k\left(1-\frac{|q|}{k}\right)E''(q)\,dq .
\]

The weight is a triangle of unit area. The local curvature \(2ta^2\cos(qa)\) has its largest value at \(q=0\) and is smaller elsewhere in the interval. Its average is therefore below \(E''(0)\), and a curvature that is too small means a mass that is too large. In terms of energy, the cosine band at \(\pm k\) lies below the parabola that touches it at the bottom.

For half the step, the formula of part (b) gives an error of 0.522 percent. The reduction is by a factor of 4.04. The quadratic term alone would give 4; including the next term gives

\[
\frac{x^2/12+x^4/240}{x^2/48+x^4/3840}
=4\,\frac{1+x^2/20}{1+x^2/80}\approx4\left(1+\frac{3x^2}{80}\right),
\]

which accounts for the small excess.

### (d) Numbers for an oxide-like band

The parameters \(a=0.33\) nm and \(t=1.0\) eV are model values. The spacing is a rough cation–cation distance for indium-based amorphous oxide semiconductors, and the hopping is chosen to give a mass near one third of the free-electron mass \(m_0\), roughly the size usual for that class.

The step is \(k=0.5/0.33=1.515\) nm\(^{-1}\). Measured from \(E_0\), the energies are

\[
E(0)=-2.000000\ \text{eV},\qquad E(\pm k)=-1.755165\ \text{eV}.
\]

The rise is \(R=0.244835\) eV, while the parabola with the true mass would rise by \(\hbar^2k^2/(2m^*)=t(ka)^2=0.250000\) eV. The two curvatures are

\[
E''(0)=2(1.0)(0.33)^2=0.2178\ \text{eV nm}^2,
\]

\[
D=\frac{2(0.244835)}{(0.5/0.33)^2}=0.2133\ \text{eV nm}^2 .
\]

With \(\hbar^2/(2m_0)=0.0381\) eV nm\(^2\), the masses are

\[
\frac{m^*}{m_0}=\frac{2(0.0381)}{0.2178}=0.350,\qquad
\frac{m_{\rm fd}}{m_0}=\frac{2(0.0381)}{0.2133}=0.357 .
\]

The extra digits in the energies serve to resolve the numerical error; they do not describe the accuracy of the model for a material.

### (e) Oxygen p orbitals in the band

Place an oxygen p orbital, with its lobes along the chain, midway between neighbouring cations. Measure energy from the middle of the gap, so that the s level is at \(+\Delta\) and the p level at \(-\Delta\). Direct s–s hopping is left out. The two lobes of a p orbital have opposite signs, so its matrix elements with the cations on its two sides are \(+V\) and \(-V\). For a Bloch wave the coupling is

\[
V(e^{ix/2}-e^{-ix/2})=2iV\sin(x/2),
\]

and the Hamiltonian is

\[
H(k)=\begin{pmatrix}\Delta&2iV\sin(x/2)\\-2iV\sin(x/2)&-\Delta\end{pmatrix}.
\]

Its trace is zero and its determinant is \(-\Delta^2-4V^2\sin^2(x/2)\). The upper band is therefore

\[
E_+(k)=\sqrt{\Delta^2+4V^2\sin^2(x/2)} .
\]

At \(k=0\) the coupling vanishes: the band bottom is pure cation s, and the gap is \(2\Delta\). For small \(x\), \(E_+\approx\Delta+V^2x^2/(2\Delta)\). The cosine band rises as \(tx^2\), so equal masses require \(V^2=2t\Delta\). With a gap of 3 eV, \(\Delta=1.5\) eV and \(V=1.73\) eV.

The cosine band rises by \(R=2t(1-\cos x)=4t\sin^2(x/2)\). Hence \(4V^2\sin^2(x/2)=8t\Delta\sin^2(x/2)=2\Delta R\), and the s–p band rises by

\[
R_{sp}=\sqrt{\Delta^2+2\Delta R}-\Delta
=\sqrt{2.25+3(0.244835)}-1.5=0.2276\ \text{eV}.
\]

For any even band the three-point mass, relative to the true one, is the parabolic rise divided by the actual rise. Here

\[
\frac{m_{\rm fd}}{m^*}=\frac{0.2500}{0.2276}=1.099 ,
\]

an overestimate of 9.9 percent at the same step and the same true mass. The origin is visible in the expansion \(R_{sp}\approx R-R^2/(2\Delta)\): the whole rise comes from repulsion by the p state below, and \(R_{sp}=2\Delta R/(2\Delta+R_{sp})\) shows that this repulsion is weakened by the growing distance between the upper band and the uncoupled p level at \(-\Delta\). The rise therefore falls behind that of the cosine band as \(k\) grows. To leading order the error is

\[
\frac{m_{\rm fd}}{m^*}-1\approx\frac{x^2}{12}+\frac{t x^2}{2\Delta}.
\]

The second term is the larger one when \(\Delta<6t\), as here. The figure of 2.1 percent thus belongs to the pure cosine. For a calculated oxide band, the step should be reduced until the mass stops changing at the accuracy wanted, but not so far that numerical noise in the energies takes over: its effect on the mass grows as \(1/k^2\).

### (f) What the band mass leaves out

**Lattice polarization.** An electron in a polar oxide displaces the ions around it, which raises its mass. Let \(\varepsilon_\infty\) and \(\varepsilon_s\) be the relative permittivities with frozen and relaxed ions, and \(\eta=1/\varepsilon_\infty-1/\varepsilon_s\). Relaxation lowers the repulsion of two static electrons by \(\eta e^2/(4\pi\varepsilon_0r)\), whose Fourier component in a volume \(\Omega\) is \(\eta e^2/(\varepsilon_0\Omega q^2)\). Exchange of one phonon of energy \(\hbar\omega\), with coupling \(V_q\), lowers it by \(2|V_q|^2/\hbar\omega\); the factor 2 counts which electron emits. Equating the two,

\[
|V_q|^2=\frac{\eta e^2\hbar\omega}{2\varepsilon_0\Omega q^2}.
\]

For one electron of wavevector \(\mathbf K\), let \(A=\hbar^2/(2m^*)\). Emission of a phonon changes the energy by \(\hbar\omega+A|\mathbf K-\mathbf q|^2-AK^2\), so second-order perturbation theory gives

\[
\delta E(K)=-\sum_{\mathbf q}\frac{|V_q|^2}{\hbar\omega+Aq^2-2A\,\mathbf K\cdot\mathbf q}.
\]

Expand to order \(K^2\). The linear term averages to zero over angles, and the squared cosine averages to \(1/3\). With \(\sum_{\mathbf q}\to\Omega\int4\pi q^2dq/(2\pi)^3\),

\[
\delta E(K)-\delta E(0)=-\frac{\eta e^2\hbar\omega}{4\pi^2\varepsilon_0}\,
\frac{4A^2K^2}{3}\int_0^\infty\frac{q^2\,dq}{(\hbar\omega+Aq^2)^3}.
\]

Set \(q=\kappa\tan\theta\) with \(A\kappa^2=\hbar\omega\). The integral becomes \(\kappa^3(\hbar\omega)^{-3}\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta\), and the angular integral is \(\pi/16\). Collecting factors,

\[
\delta E(K)-\delta E(0)=-\frac{\alpha}{6}AK^2,\qquad
\alpha=\frac{\eta e^2\kappa}{8\pi\varepsilon_0\hbar\omega}
=\eta\sqrt{\frac{\mathrm{Ry}\,(m^*/m_0)}{\hbar\omega}} .
\]

The last form uses \(\kappa=\sqrt{2m^*\hbar\omega}/\hbar\) and the Rydberg energy \(\mathrm{Ry}=m_0e^4/[2(4\pi\varepsilon_0\hbar)^2]\). The kinetic energy is multiplied by \(1-\alpha/6\), so to first order the mass rises by the fraction \(\alpha/6\). For the rough values \(\varepsilon_\infty=4\), \(\varepsilon_s=10\) and \(\hbar\omega=0.05\) eV,

\[
\alpha=0.15\sqrt{\frac{13.606\times0.350}{0.05}}=1.46,\qquad \frac{\alpha}{6}=0.24 .
\]

Since \(\alpha\) is not small, this sets only a size for a single electron. Inverting the factor \(1-\alpha/6\) without expanding gives \(1/(1-0.244)=1.32\), so the increase is a quarter to a third of the band mass, well above the 2.1 percent. The expansion also assumes no thermal phonons and \(K\ll\kappa=0.68\) nm\(^{-1}\). The Fermi wavevector found below, 0.667 nm\(^{-1}\), lies almost at this phonon-emission threshold, where the \(K^2\) term no longer describes the shift. Other carriers screen the ionic field and reduce the increase. At the density \(n=10^{19}\) cm\(^{-3}\) used next, their plasmon energy \(\hbar\sqrt{ne^2/(\varepsilon_0\varepsilon_\infty m^*)}\) is about 0.10 eV, above the phonon energy. Without scattering they would respond faster than the lattice. The broadening estimated under Disorder below exceeds this plasmon energy, however, and would slow their response. The size of the reduction is therefore left open, and the single-electron value should not be applied to such a film unchanged.

**Filling and temperature.** Take \(n=10^{19}\) cm\(^{-3}\) at 300 K. Two spins per state in a sphere of radius \(k_F\) give \(n=2(4\pi k_F^3/3)/(2\pi)^3\), or \(k_F=(3\pi^2n)^{1/3}=0.667\) nm\(^{-1}\). Hence \(k_Fa=0.22\) and \(E_F=t(k_Fa)^2=0.048\) eV above the bottom. These are zero-temperature values. The thermal energy is \(k_BT=0.026\) eV, so the gas is only moderately degenerate, and at 300 K the chemical potential lies lower, near 0.034 eV. Even at \(E_F+3k_BT\) the cosine band has \(ka=0.36\), still inside the step of 0.5. In the ordered band, the three points therefore average the curvature over a wider range than most of these carriers occupy. This comparison needs a sharp \(k\): the mean free path estimated next gives a spread \(a/\ell=0.75\), larger than the step.

**Disorder.** For a rough mobility \(\mu=10\) cm\(^2\)/Vs, the Drude relation gives

\[
\tau=\frac{\mu m^*}{e}=2.0\ \text{fs},\qquad \frac{\hbar}{\tau}=0.33\ \text{eV},\qquad
\ell=\frac{\hbar k_F\tau}{m^*}=0.44\ \text{nm}.
\]

The broadening exceeds the energy rise of 0.245 eV from which the mass was extracted, and \(k_F\ell=0.29\) is below one. An electron would scatter before completing one wavelength, so the Drude picture fails on its own numbers. If trapping or potential barriers hold the measured mobility down, the scattering time within the band is longer than this estimate.

**Comparison with real films.** The spacing, mass and mobility used here are in the rough range of indium-based amorphous oxide films. Direct hopping between spherical s orbitals depends on the distance between the cations and not on bond direction, which favours a broad band in a disordered network. Hopping through oxygen p orbitals, as in part (e), also depends on the angle between the two bonds at the oxygen. It vanishes at a right angle, where the two cations couple to different p orbitals. The path through the oxygen s orbital, left out of part (e), does not depend on this angle and does not vanish there. Such a film also has no lattice period, and \(k\) does not label its states sharply. Real films thus break the assumption of a periodic chain, and the estimate above does not turn this into a percentage change of mass. The value \(0.350\,m_0\) describes an ordered reference band, and 2.1 percent is the error of reading that band with three points at \(ka=0.5\). The numerical output below lists most of these values, some of them with more digits.

## Table of computed values

```
Spacing a = 0.33 nm
Hopping t = 1.00 eV
Step ka = 0.50 (dimensionless)
Step k = 1.5152 1/nm
hbar^2/(2 m0) = 0.038100 eV nm^2
E(0) - E0 = -2.000000 eV
E(k) - E0 = -1.755165 eV
Rise E(k) - E(0) = 0.244835 eV
Parabola rise t(ka)^2 = 0.250000 eV
Exact curvature = 0.217800 eV nm^2
Three-point curvature = 0.213300 eV nm^2
Exact band-bottom mass = 0.34986 m0
Three-point mass = 0.35724 m0
Mass ratio = 1.021096 (dimensionless)
Mass overestimate = 2.110 percent
Leading estimate (ka)^2/12 = 2.083 percent
Next term (ka)^4/240 = 0.026 percent
Overestimate at half step = 0.522 percent
Error reduction on halving = 4.038 times
s-p chain gap = 3.00 eV
s-p hopping = 1.7321 eV
s-p chain rise at step = 0.22757 eV
s-p chain three-point mass = 0.38434 m0
s-p chain overestimate = 9.86 percent
High-frequency permittivity = 4.0 (relative)
Static permittivity = 10.0 (relative)
Phonon energy = 0.050 eV
Rydberg energy = 13.606 eV
Polaron coupling alpha = 1.46 (dimensionless)
Polaron mass increase alpha/6 = 24 percent
Electron density = 1.0e+19 cm^-3
Fermi wavevector = 0.6665 1/nm
Fermi wavevector times a = 0.220 (dimensionless)
Fermi energy above bottom = 0.0484 eV
Temperature = 300 K
Thermal energy kT = 0.0259 eV
ka at Fermi energy + 3kT = 0.357 (dimensionless)
Mobility = 10.0 cm2/Vs
Scattering time = 1.99 fs
Broadening hbar/tau = 0.331 eV
Mean free path = 0.439 nm
Fermi wavevector times path = 0.292 (dimensionless)
```
